The Gygi-Baldereschi exchange correction and the Madelung potential

The Gygi-Baldereschi correction and the Madelung potential

Result

Hartree atomic units are used. A crystal has cell volume Ω and is sampled on a uniform n×n×n k mesh with N_k = n³ points. The Born-von Karman supercell has lattice {L}, reciprocal lattice {Q} and volume V = N_k Ω. A prime on a sum omits the zero vector. For an insulator, the divergent Q = 0 term of the exchange operator is replaced by −χ times the projector on the occupied states. With the auxiliary function F(Q) = e^(−αQ²)/Q²,

χ(α) = 1/√(πα) − (4π/V) Σ′_Q e^(−αQ²)/Q² + 4πα/V,   (1)

and for every α > 0, exactly,

χ(α) = v_M + Σ′_L erfc(|L|/2√α)/|L|.   (2)

Here v_M = −φ_M, and φ_M is the Madelung potential: the potential at a unit point charge due to its images on {L} and a uniform neutralizing background. The correction thus equals minus φ_M, up to terms exponentially small in L_min²/4α, where L_min is the shortest supercell vector. Without the last term of (1) it equals v_M − 4πα/V and reaches v_M only linearly in α.

1. Exchange in plane waves

The orbitals ψ_nk = e^(ik·r)u_nk are normalized in V and occupations are 0 or 1. The exchange operator acts between equal spins,

V_x(r,r′) = −Σ_(m occ, k′) ψ_mk′(r) ψ*_mk′(r′) v(r−r′),

with the supercell-periodic Coulomb kernel v(r) = (4π/V) Σ_Q e^(iQ·r)/Q². Define the pair density

ρ_(nk,mk′)(Q) = ∫_V ψ*_mk′ ψ_nk e^(−iQ·r) d³r.

In ⟨nk|V_x|nk⟩ the r′ integral gives ρ(Q) and the r integral gives ρ*(Q). Because u*u has the periodicity of the primitive cell, ρ vanishes unless Q = k − k′ + G, with G a reciprocal vector of the primitive lattice. Differences of mesh points are multiples of b_i/n (b_i the primitive reciprocal vectors) whether or not the mesh is shifted, so k − k′ + G runs once over the lattice {Q}, and each Q fixes one pair (k′, G). With the convention u_(k+G) = e^(−iG·r)u_k one has ρ = ⟨u_m,k−Q|u_nk⟩. Therefore

⟨nk|V_x|nk⟩ = −(4π/V) Σ_Q A(Q)/Q²,   A(Q) = ⟨u_nk|P_(k−Q)|u_nk⟩,   (3)

where P_k = Σ_(m occ)|u_mk⟩⟨u_mk|. Each Q point owns the volume (2π)³/V, so the infinite crystal has ⟨nk|V_x|nk⟩ = −J with

J = 4π ∫ d³Q/(2π)³ A(Q)/Q².   (4)

The exchange energy per cell is (1/2N_k) times the sum of ⟨nk|V_x|nk⟩ over occupied n, k and spin; the ½ removes the double counting of pairs.

2. Behaviour near Q = 0

For occupied n, A(0) = 1. The Q = 0 term of (3) is infinite, while (4) is finite because d³Q = Q² dQ dΩ_Q cancels 1/Q².

Since 1 − P is a projector, A = 1 − ‖(1 − P_(k−Q))u_nk‖². Write P_(k−Q) = P_k + P₁ + O(Q²). Because (1 − P_k)u_nk = 0, the vector inside the norm is −P₁u_nk + O(Q²), so A has no linear term. For a local potential H_(k−Q) = H_k − Q·(p + k) + Q²/2. First-order perturbation theory mixes each occupied state v with empty states c, with amplitude −Q·p_cv/(ε_v − ε_c); mixing among occupied states leaves P unchanged. Then P₁u_n = Σ_c u_c Q·p_cn/(ε_c − ε_n), and

A(Q) = 1 + A₂(Q̂)Q² + …,   A₂(Q̂) = −Σ_c |Q̂·p_cn|²/(ε_c − ε_n)².   (5)

For a nonlocal Hamiltonian p is replaced by ∂H_k/∂k. The gap keeps the denominators finite and makes P_k, and hence A, analytic for real Q. A₂Q² is a quadratic form. For a single k it is in general anisotropic, but after the sum over k in a cubic crystal it is invariant under the cubic group, and such a form is a multiple of Q².

3. Adding and subtracting the singularity

Choose F(Q) = 1/Q² + F₀ + O(Q²), decaying fast at large Q, whose integral is known. Then identically

J = 4π ∫ d³Q/(2π)³ [A/Q² − A(0)F] + 4πA(0) ∫ d³Q/(2π)³ F.

The bracket is bounded, and near the origin it equals [A(0) + A₂Q²]/Q² − A(0)[1/Q² + F₀] = A₂ − A(0)F₀. Replace its integral by the mesh sum, with this value at Q = 0:

∫ d³Q/(2π)³ [ … ] ≈ (1/V) Σ′A/Q² − A(0)(1/V) Σ′F + (1/V)[A₂ − A(0)F₀].

Collecting the terms proportional to A(0),

J ≈ (4π/V) Σ′ A/Q² + A(0)χ + 4πA₂/V,   (6)

χ = 4π [ ∫ d³Q/(2π)³ F − (1/V) Σ′F − F₀/V ].   (7)

This is the Gygi-Baldereschi correction. χ contains no orbitals; it depends on the lattice, the mesh and the choice of F. The term 4πA₂/V depends on the orbitals and is not part of χ; Section 8 gives the cost of omitting it. The term −4πF₀/V needs no orbitals; omitting it gives χ₀ = χ + 4πF₀/V.

For an off-diagonal element the same steps hold with A_nn′(Q) = ⟨u_nk|P_(k−Q)|u_n′k⟩. Between an occupied and an empty state this has a linear term, but linear/Q² is odd and cancels between Q and −Q both in the sum and in the integral. At the origin A_nn′(0) = ⟨u_nk|P_k|u_n′k⟩, so V_x gains −χP_k. Occupied levels move by −χ. Empty levels have A(0) = 0 and do not move, so the gap opens by χ. A term proportional to P_k commutes with the density matrix and leaves the self-consistent orbitals unchanged, provided the same bands are occupied. With N_e electrons per cell,

ΔE_x = −N_e χ/2 per cell.

4. The periodic form

The subtraction can also be done in the Brillouin zone. With Q = q + G, (4) is the zone integral of Σ_G A(q+G)/|q+G|², and one subtracts A(0)F_p(q), where F_p is periodic and behaves as 1/q². At q = 0 the terms G ≠ 0 of A are kept and the bounded remainder is dropped. With ⟨F_p⟩ = Ω/(2π)³ ∫_BZ F_p,

χ_per = (4π/Ω) [ ⟨F_p⟩ − (1/N_k) Σ′_q F_p(q) ].   (8)

For the fcc lattice with cube edge a and u = aq/2, the Gygi-Baldereschi choice is

F_p = (a/2)² / (3 − cos u₁cos u₂ − cos u₂cos u₃ − cos u₃cos u₁).

Each product expands as 1 − (u_i² + u_j²)/2 + (u_i⁴ + u_j⁴)/24 + u_i²u_j²/4. Summing the three pairs and using Σ_(i<j) u_i²u_j² = (u⁴ − Σu_i⁴)/2, the denominator is u² − u⁴/8 + Σu_i⁴/24. Inverting,

F_p = 1/q² + (a/2)² [1/8 − Σû_i⁴/24] + ….

F₀ depends on direction: it is (a/2)²/12 along a cube axis, where Σû_i⁴ = 1, and (a/2)²/9 along a body diagonal, where Σû_i⁴ = 1/3. It has no single value at q = 0.

A periodic function valid for any lattice is F_p(q) = Σ_G e^(−α|q+G|²)/|q+G|². Its zone integral unfolds into the integral of e^(−αQ²)/Q² over all space. Its sum over q ≠ 0 covers all Q except the vectors G. Its constant term at q = 0 is −α + Σ_(G≠0) e^(−αG²)/G², which supplies the missing vectors. With that constant subtracted as in (7), the periodic form is identical to (7) with the Gaussian F. Dropping the whole constant omits the G ≠ 0 sum as well as −α.

5. The Gaussian-damped function

From e^(−αQ²)/Q² = 1/Q² − α + …, F₀ = −α. The Fourier transform of 4πF follows from the angular average of e^(iQ·r), which is sin(Qr)/(Qr):

∫ d³Q/(2π)³ 4πF e^(iQ·r) = (4π·4π/8π³) ∫₀^∞ e^(−αQ²) sin(Qr)/(Qr) dQ = I(r)/r,

I(r) = (2/π) ∫₀^∞ e^(−αQ²) sin(Qr)/Q dQ.

Differentiating gives a Gaussian integral, I′(r) = (2/π)∫₀^∞ e^(−αQ²)cos(Qr) dQ = e^(−r²/4α)/√(πα). This is also the derivative of erf(r/2√α), and both functions vanish at r = 0. Hence

4π e^(−αQ²)/Q²  ↔  erf(r/2√α)/r.   (9)

At r → 0 the right side is I′(0) = 1/√(πα). Inserting this value and F₀ = −α in (7) gives (1). Letting α → 0 in (9) gives 4π/Q² ↔ 1/r, and subtracting,

4π(1 − e^(−αQ²))/Q²  ↔  erfc(r/2√α)/r,   (10)

whose left side is 4πα at Q = 0.

6. The Madelung potential and the identity

Unit charges on {L} with background density −1/V have Fourier coefficients 1/V for Q ≠ 0 and zero for Q = 0. Their potential, fixed to have zero mean, is

G(r) = (4π/V) Σ′_Q e^(iQ·r)/Q²,   φ_M = lim_(r→0) [G(r) − 1/r].

Poisson summation states that Σ_L f(r − L) = (1/V) Σ_Q f̂(Q) e^(iQ·r), with f̂(Q) = ∫f e^(−iQ·r) d³r over all space. The reason is that the left side is periodic, and its Fourier coefficient (1/V)∫_V Σ_L f(r−L)e^(−iQ·r) joins the cells into all space because e^(iQ·L) = 1. Apply this to the pair (10), which decays fast enough in r, and move the Q = 0 term across:

(4π/V) Σ′_Q (1 − e^(−αQ²)) e^(iQ·r)/Q² = Σ_L erfc(|r−L|/2√α)/|r−L| − 4πα/V.

Splitting 1/Q² = F + (1 − e^(−αQ²))/Q² in G gives the Ewald form

G(r) = (4π/V) Σ′F e^(iQ·r) + Σ_L erfc(|r−L|/2√α)/|r−L| − 4πα/V.

Subtract 1/r. The L = 0 term becomes erfc/r − 1/r = −erf(r/2√α)/r → −1/√(πα), and all other terms are continuous at r = 0:

φ_M = (4π/V) Σ′F − 1/√(πα) − 4πα/V + Σ′_L erfc(|L|/2√α)/|L|.

The first three terms are −χ(α) by (1), so φ_M = −χ + Σ′_L erfc/|L|, which is (2). The Gygi-Baldereschi term is an Ewald sum without its real-space part. Since erfc x ≈ e^(−x²)/(x√π) at large x, that part is of order e^(−L_min²/4α). It is positive, so too large an α overestimates the correction. Small α removes it, but the Q sum then needs vectors up to αQ² ≫ 1, regardless of the orbital cutoff. Scaling all lengths by n scales G − 1/r by 1/n, so v_M(n) = v_M(1)/n.

7. Physical meaning

Omitting Q = 0 in (3) means using G in place of 1/r. Near the origin ∇²(G − 1/r) = 4π/V, from the background. In a cubic supercell there is no l = 2 harmonic, and ∇²r² = 6, so

G(r) = 1/r − v_M + (2π/3V) r² + ….

Let h(r) = ∫ d³Q/(2π)³ A e^(iQ·r), the distribution of the separation between an electron and its exchange hole. For the k-averaged A, which is even, J = ∫h/r, and the mesh sum without Q = 0 is ∫hG. The hole holds one electron, ∫h = A(0) = 1, and ∫h r² = −∇²_Q A(0) = −6A₂. Thus

(4π/V) Σ′A/Q² = J − v_M − 4πA₂/V + …,

in agreement with (6) for χ = v_M. An electron and its hole are together neutral, but the exchange term contains only their mutual interaction. A unit charge with its own periodic images and the background has the energy φ_M/2 = −v_M/2. The hole has the opposite charge, so the leading error of the uncorrected exchange energy has the opposite sign, +v_M/2 per electron. The correction χ = v_M removes this monopole term, and the A₂ term is the second-moment term of the Makov-Payne expansion. In the limit n = 1 with a large cell holding one molecule, the correction is −N_e v_M/2 even though the molecule is neutral.

8. Size of the remaining errors

By Poisson summation the mesh error for a function R(Q) is Σ′_L of its real-space transform. If R is analytic the transform decays exponentially. A term near Q = 0 that is homogeneous of degree d and is not a polynomial has a transform that decays as a homogeneous function of degree −(d+3), as the substitution Q → Q/λ in the Fourier integral shows. Since L ∝ n, it costs n^−(d+3). Terms that are odd under Q → −Q cancel on the inversion-symmetric mesh. An omitted finite value at Q = 0 costs 1/V ∝ n⁻³.

The uncorrected sum has d = −2 and errs by n⁻¹. With χ, the energy of a cubic crystal errs, per electron, by −½(−4πA₂/V) = −2π|A₂|/V, so the exchange is slightly too negative. With A₂ included, the first non-polynomial term of A/Q² is ΣQ_i⁴/Q², with d = 2 and error n⁻⁵. An anisotropic A₂ or F₀ contains a non-polynomial d = 0 term, which costs c/V with a constant c fixed by the lattice shape and by the form of the anisotropic term. Assigning the angular mean at Q = 0 therefore leaves an n⁻³ error unless c vanishes; the value that cancels it is the angular mean shifted by a constant that depends on both. On a cubic lattice {Q} the anisotropic part of A₂ is a traceless quadratic form over Q², whose average over the cubic group is zero, so its sum and its integral both vanish and c = 0. The term Σû_i⁴ in the fcc F₀ is itself cubic-invariant and does not cancel in this way. χ_per assigns no value at q = 0, and its anisotropic F₀ adds a term c/V; together they make χ_per − v_M fall as n⁻³ at large n.

9. Worked example: fcc lattice

The chosen inputs are a = 6.48 Å = 12.24543 bohr, Ω = a³/4 = 459.052 bohr³ and N_e = 8.

An independent v_M was computed without any Ewald split. Each point charge of a simple cubic sublattice was paired with a uniform cube of edge a and charge −1, the 1/|L| terms were summed over a growing block, the integral of 1/r over that block was subtracted, and the result was extrapolated in block size. The neutral unit has transform 1 − ⟨e^(−iQ·r)⟩_cube ≈ Q²a²/24, so its potential has the Q → 0 limit 4πa²/24 and mean π/6a per sublattice, which was removed because G has zero mean. The results are v_M a = 2.8372975 for one sublattice (simple cubic) and 4.5848621 for four (fcc). Equation (1) at small α gives the same digits.

For n = 4, V = 29379.31 bohr³, L_min = 34.6353 bohr and

v_M = 4.5848621/(4 × 12.24543) = 0.0936036 Ha = 2.5471 eV.

Equation (1) was summed over k − k′ + G on a mesh shifted by half a step. For α = 4 bohr²,

χ₀ = 0.2820948 − 0.1902021 = 0.0918927 Ha,
χ = 0.0918927 + 0.0017109 = 0.0936036 Ha.

All values in Ha, α in bohr²:

α    χ₀          4πα/V       χ           images
4    0.09189266  0.00171091  0.09360357  6.2e-35
16   0.08675991  0.00684366  0.09360357  3.2e-10
36   0.07822082  0.01539823  0.09361905  1.548e-05
64   0.06699421  0.02737463  0.09436884  7.653e-04

χ₀ drifts with α at once, while χ stays at v_M until the images appear; at α = 36, 0.09361905 − 0.00001548 = 0.09360357.

In PBE0 the exchange operator carries the factor ¼, so occupied levels shift by −χ/4. With 1 Ha = 27.211386 eV, in eV:

n   χ       χ/4     ΔE_x per cell   χ_per    χ_per − v_M
2   5.0942  1.2735  −20.3767        5.2443   0.15017
4   2.5471  0.6368  −10.1883        2.5797   0.03258
6   1.6981  0.4245  −6.7922         1.7087   0.01065
8   1.2735  0.3184  −5.0942         1.2782   0.00461

ΔE_x is for full exact exchange; at n = 4 it is −8 × 2.5471/2 = −10.188 eV. For χ_per the zone average of 1/(3 − Σcos cos) is needed. The u₃ average is analytic, ⟨1/(C − B cos u₃)⟩ = 1/√(C² − B²) with C = 3 − cos u₁cos u₂ and B = cos u₁ + cos u₂, and Gauss-Legendre quadrature of the rest gave 0.44822039. The last column approaches n⁻³ slowly: it falls by about 4.6 from n = 2 to 4 and about 7 from 4 to 8, against the limit 8. The scaled difference (χ_per − v_M)V/[4π(a/2)²] is 0.086618, 0.087107, 0.087228 for n = 16, 32, 64. It lies between 1/12 and 1/9 but differs from the angular mean 1/8 − (3/5)/24 = 1/10, which shows the anisotropic part at work.

10. Test on a model insulator

Take the potential −V₀ Σ_i cos(2πx_i/a) with chosen a = 6 bohr and V₀ = 0.5 Ha, and fill the lowest band for one spin. Plane-wave diagonalization gives a gap of 0.43552 Ha. The orbitals are products, so the k-averaged weight is A = a(Q₁)a(Q₂)a(Q₃), and 1/Q² = ∫₀^∞ e^(−tQ²)dt turns (4) into

J = 4π ∫₀^∞ dt [ ∫ dQ/2π a(Q) e^(−tQ²) ]³.

Quadrature gives −J/2 = −0.303433104 Ha per electron, with no singular sum involved. With a = 1 − sQ² + bQ⁴, the product has A₂ = −s and quartic part (s²/2)Q⁴ + (b − s²/2)ΣQ_i⁴. Formula (5) gives s = 0.908918 bohr², and a finite difference of a(Q) gives 0.908916. Errors of the exchange energy per electron, in Ha:

n    bare         with χ        −2π|A₂|/V     with χ and A₂
4    5.8690e-02   −4.2032e-04   −4.1311e-04   −7.2032e-06
6    3.9284e-02   −1.2265e-04   −1.2240e-04   −2.4627e-07
12   1.9688e-02   −1.5307e-05   −1.5301e-05   −6.7905e-09
24   9.8498e-03   −1.9128e-06   −1.9126e-06   −2.1196e-10

At n = 12, v_M = 0.0394069 Ha, the bare error is 0.0394069/2 − 0.0000153 = 0.019688 Ha, and the prediction is −2π × 0.908918/72³ = −1.5301e-05 Ha. From n = 12 to 24 the errors fall by 1.999, 8.003 and 32.04. On coarse meshes the last column falls faster than n⁻⁵, by about 29 from n = 4 to 6 where (6/4)⁵ is below 8. The excess comes from A itself, which is averaged over the same coarse k mesh and is therefore off by terms that vanish exponentially with n. If A is averaged over 48 k points per axis while the Q mesh is kept, the errors become −1.6836e-06 at n = 4 and −2.1857e-07 at n = 6. Their ratio is 7.7, close to (6/4)⁵ = 7.6.

11. Where the result fails

Identity (2) is a statement about lattices and always holds. Its use through (6) needs a smooth A. In a metal P_k jumps at the Fermi surface: for a state on it, A tends to 1 or 0 depending on the direction of Q, expansion (5) does not exist, and the n⁻³ and n⁻⁵ orders are lost. For the total energy the Madelung term can still remove the n⁻¹ error. In the uniform electron gas the exactly k-averaged weight is A = 1 − 3Q/4k_F + Q³/16k_F³ for Q < 2k_F; its linear term gives d = −1 in the rule of Section 8, so the corrected energy errs by n⁻², apart from the error of sampling the Fermi surface on a finite k mesh. In a small-gap insulator, at a k where the direct gap is small and p_cn across it does not vanish, (5) makes |A₂| grow as the inverse square of that gap. A then varies over a short range of Q, which the mesh must resolve before the n⁻³ regime sets in.

The lattice that enters v_M is the one reciprocal to the differences k − k′. Using the primitive cell overestimates χ by a factor n, and a reduced q mesh for exchange needs the supercell of that mesh. If k lies off the k′ mesh, as on a band path, no Q vanishes, but small Q occur; the sum in (7) then runs over the shifted set with nothing omitted and no F₀ term, and its value is no longer v_M. For a strongly elongated supercell α is limited by the shortest L, the expansion of G contains an l = 2 term, and v_M need not be positive.

The correction must match the kernel. The screened kernel erfc(ωr)/r of HSE is (10) with α = 1/4ω², finite at Q = 0 with value π/ω², and takes no Madelung term. Finally, v_M depends on the cell shape and size, so −N_e v_M/2 contributes to the stress although it exerts no force on the atoms.

Calculated quantities

```
1 bohr = 0.529177 A, 1 Ha = 27.211386 eV
v_M*a sc : real-space 2.8372975, Gaussian chi 2.8372975
v_M*a fcc: real-space 4.5848621, Gaussian chi 4.5848621
fcc input a = 6.48 A = 12.24543 bohr, Omega = 459.052 bohr^3, N_e = 8
n=4: V = 29379.31 bohr^3, L_min = 34.6353 bohr, v_M = 0.09360357 Ha = 2.54708 eV
alpha(bohr^2) 1/sqrt(pi a)  recip sum  chi0  4pi a/V  chi  images  (Ha)
   4 0.28209479 0.19020214 0.09189266 0.00171091 0.09360357 6.158e-35
  16 0.14104740 0.05428748 0.08675991 0.00684366 0.09360357 3.187e-10
  36 0.09403160 0.01581077 0.07822082 0.01539823 0.09361905 1.548e-05
  64 0.07052370 0.00352948 0.06699421 0.02737463 0.09436884 7.653e-04
zone average of 1/(3 - sum cos cos) = 0.44822039
(chi_per - v_M) V/(4pi (a/2)^2), n=16,32,64: 0.086618 0.087107 0.087228
n  chi(alpha=4) Ha  chi eV  chi/4 eV  dE_x eV/cell  chi_per eV  chi_per-v_M eV
2 0.1872071 5.0942 1.2735 -20.3767 5.2443 0.15017
4 0.0936036 2.5471 0.6368 -10.1883 2.5797 0.03258
6 0.0624024 1.6981 0.4245 -6.7922 1.7087 0.01065
8 0.0468018 1.2735 0.3184 -5.0942 1.2782 0.00461
model input a = 6.0 bohr, V0 = 0.5 Ha; 3D gap = 0.43552 Ha
-A2: k.p 0.908918, finite difference 0.908916 bohr^2
exact exchange per electron = -0.303433104 Ha
n  v_M  errors of E_x per electron (Ha): bare, +chi, predicted -2pi|A2|/V, +chi+A2
 4 0.1182207 5.8690e-02 -4.2032e-04 -4.1311e-04 -7.2032e-06
 6 0.0788138 3.9284e-02 -1.2265e-04 -1.2240e-04 -2.4627e-07
12 0.0394069 1.9688e-02 -1.5307e-05 -1.5301e-05 -6.7905e-09
24 0.0197035 9.8498e-03 -1.9128e-06 -1.9126e-06 -2.1196e-10
error ratios n=12/n=24: 1.999 8.003 32.04 (expected 2, 8, 32)
```
